Logarithmic edge fields and finite magnetostatic energy of a uniformly magnetized cube

**Q:** My micromagnetic model of a small magnetic cube gives a larger field at some edges each time I refine the grid, yet the total energy settles. Where does the edge field come from?

**A:** From magnetic surface charge that stops abruptly. Let the cube occupy |x|, |y|, |z| ≤ L/2, with uniform magnetization M along z. I write B = μ0(H + M), where H is only the field of the cube's own magnetization. Without currents, H = −∇φ, and ∇·B = 0 gives ∇·H = −∇·M. Uniform M has no divergence inside, so the sources are surface charges σ = M·n, with n the outward normal:

φ(r) = (1/4π) ∫ σ dS′/R, R = |r − r′|.

The top face carries +M, the bottom face −M, and the side faces nothing. Eight edges border a charged face; the other four are parallel to M.

**Q:** Why should the end of a charged face give a logarithm?

**A:** Take the x component of the field of the top face. Since R depends on x − x′, we have −∂(1/R)/∂x = ∂(1/R)/∂x′, and the x′ integral can be done at once:

Hx(top) = (M/4π) ∫dy′ ∫dx′ ∂(1/R)/∂x′
= (M/4π) ∫dy′ [1/R at x′ = L/2 − 1/R at x′ = −L/2].

The in-plane field of a charged face is thus the potential of line charges on its rim, and the potential of a line charge is logarithmic. At distance ρ from a rim,

∫dy′/√((y−y′)² + ρ²) = asinh((L/2−y)/ρ) + asinh((L/2+y)/ρ),

with y′ running from −L/2 to L/2.

In terms of the face itself, strips of charge on either side of a point in its middle pull in opposite directions and largely cancel. Near the edge one side is missing. A strip at distance s then contributes in proportion to 1/s, and the sum from s ≈ ρ to s ≈ L gives ln(L/ρ).

**Q:** What is the full result at the middle of an edge, with the other rims included?

**A:** Set y = 0 and approach the edge x = z = L/2. Four rims parallel to y contribute to Hx. Their signs combine the sign of the face charge with the sign of the integration limit:

- top face, near rim, distance ρ: +2 asinh(L/2ρ);
- top face, far rim, distance L: −2 asinh(1/2);
- bottom face, rim below our edge, distance L: −2 asinh(1/2);
- bottom face, opposite rim, distance √2 L: +2 asinh(1/(2√2)).

Use asinh u = ln(u + √(u²+1)). For small ρ the first term becomes 2 ln(L/ρ). Also asinh(1/2) = ln((1+√5)/2) and asinh(1/(2√2)) = ln √2. Multiplying the sum by M/4π,

Hx → (M/2π)[ln(L/ρ) − 2 ln((1+√5)/2) + ln √2].

Because ((1+√5)/2)² = (3+√5)/2, this is

Hx → (M/2π) ln(bL/ρ), b = 2√2/(3+√5) = 0.540.

The limit does not depend on the direction of approach. Elsewhere on the edge, at fixed distance from the corners, both asinh terms of the near rim still grow as ln(1/ρ), so the coefficient M/2π stays and only the constant changes.

**Q:** What happens at the corners, and at the edges parallel to M?

**A:** Approach a corner along a fixed direction into the cube. Then L/2−y and ρ shrink together, so the first asinh tends to a constant and only the second grows. The coefficient is halved to M/4π, for Hx and Hy alike. In the middle of an edge parallel to M no charged rim is near, and the field stays finite.

**Q:** Does the component that opposes M diverge too?

**A:** No. The z component of a charged face is

Hz = (σ/4π) ∫ (z−z′) dS′/R³ = ±σΩ/4π,

where Ω is the solid angle under which the face is seen, and the plus sign holds above the face. A flat face fills at most a half-space of directions, so Ω ≤ 2π. Each face contributes at most M/2, and |Hz| ≤ M.

Near the edge, let ψ be the polar angle about it, from −π to π, measured from the outward x direction. The top face then looks like a half-plane filling a wedge of directions of angle |ψ|. A wedge of angle 2π is the whole sphere, 4π, so Ω = 2|ψ| and the top face gives Mψ/2π.

For the bottom face, a rectangle with sides u and v, seen from height h above one corner, has solid angle arctan(uv/(hR)), with R² = u²+v²+h². To confirm this, differentiate with respect to v, which gives uh/((v²+h²)R), and then with respect to u, which gives h/R³, the required integrand. From the middle of our edge the bottom face is two such rectangles with u = h = L, v = L/2 and R = 3L/2, so Ω = 2 arctan(1/3). Its charge is −M, hence

Hz → (M/2π)[ψ − arctan(1/3)].

This depends on direction but is bounded. The divergence lies in the component perpendicular to M.

**Q:** Is that why the energy is finite?

**A:** It is the shorter of two reasons. The magnetostatic energy is

E = −(μ0/2) ∫ M·H dV = −(μ0M/2) ∫ Hz dV,

with the integral over the cube. The diverging component does not enter.

The value follows from symmetry. Define U = (1/4π)∫dV′/R over the cube, so that ∇²U = −1 inside. If the magnetization points along axis i, the divergence theorem turns the surface charge integral into

φ = (M/4π) ∫ ∂(1/R)/∂x′ᵢ dV′ = −M ∂U/∂xᵢ.

The field component along the magnetization is then M ∂²U/∂xᵢ². Summed over the three choices of axis, it is M∇²U = −M at every interior point. In a cube the three volume averages are equal, so the average of Hz is −M/3 and

E = μ0M²L³/6.

In Hartree atomic units μ0 = 4πα², with α the fine-structure constant, and E = (2πα²/3)M²L³.

**Q:** But the energy can also be written with H², which does contain the diverging component.

**A:** Yes, and that gives the second reason. Substituting M = B/μ0 − H,

−(μ0/2)∫M·H dV = (μ0/2)∫H² dV − (1/2)∫B·H dV,

where the integrals may now cover all space. Since ∇·B = 0, B·H = −∇·(φB), so the last integral reduces to surface terms. At infinity they vanish, because φB falls as 1/r⁵ while the area grows as r². Around an edge, cut out a tube of radius δ. There φ is bounded, B grows as ln(1/δ), and the area is proportional to δ, so the term vanishes as δ ln(1/δ). Small spheres around the corners vanish faster. Both energy forms are therefore equal.

The energy within the tube follows from the limiting fields. Put ℓ = ln(bL/δ) and substitute ρ = bL e^(−u):

∫₀^δ ln²(bL/ρ) ρ dρ = (bL)² ∫_ℓ^∞ u² e^(−2u) du = (δ²/2)(ℓ² + ℓ + 1/2).

The angle integral multiplies this by 2π. For Hz, with c = arctan(1/3), the integral of (ψ−c)² from −π to π is 2π³/3 + 2πc², multiplied by δ²/2. Including the factors M²/4π² and μ0/2, the energy per length of edge is, to leading order in δ/L,

w = (μ0M²δ²/8π)[ℓ² + ℓ + 1/2 + π²/3 + c²].

The area shrinks as δ² while the squared field grows only as ln²δ, so w vanishes with δ.

**Q:** Can you put numbers on this for a soft magnetic particle?

**A:** Take L = 20 nm and M = 800 kA/m, a rough permalloy value, so μ0M = 1.005 T and bL = 10.80 nm. At ρ = 0.1 nm,

μ0Hx = (1.005 T/2π) ln(10.80/0.1) = 0.749 T.

Numerical integration of the Coulomb field over both charged faces, along the inward bisector of the edge, gives:

- ρ = 2 nm: 0.265 T (the limiting law gives 0.270 T);
- ρ = 1 nm: 0.378 T;
- ρ = 0.1 nm: 0.749 T;
- ρ = 0.01 nm: 1.118 T.

Each tenfold approach adds 0.368 T in the limit. Over the same points μ0Hz only moves from −0.410 T to −0.428 T. The transverse field reaches M at ρ = 0.020 nm, which is less than an atomic spacing, so the continuum model has lost its meaning there.

The energy is

E = (1.005 T)(8.0×10⁵ A/m)(8.0×10⁻²⁴ m³)/6 = 1.07×10⁻¹⁸ J = 6.69 eV,

or 0.246 hartree. Integrating the squared field numerically around mid-edge, and applying that value along all eight charged-face edges, puts about 5.6% of E within 1 nm of them and 0.15% within 0.1 nm. This estimate ignores the changes near corners; including them and counting overlapping tubes once lowers the shares to about 5.1% and 0.14%. Such shares also depend on the energy form, since only the total is unique: the −M·H form places about 1.8% and 0.02% of E in the same regions.

**Q:** What does my grid see?

**A:** If the solver assigns each cell its mean field, it sees an average. For a square cell of side d touching the edge, we need the mean of −ln r over a unit square with r measured from its corner. Split the square along its diagonal into two equal triangles:

2∫₀^(π/4) dθ ∫₀^(sec θ) (−ln r) r dr
= ∫₀^(π/4) sec²θ [1/2 − ln(sec θ)] dθ
= 1/2 − (1/2)ln 2 + (1 − π/4).

The last step integrates by parts, with ∫tan²θ dθ = 1 − π/4. Hence, for d much smaller than L,

⟨Hx⟩ → (M/2π)[ln(bL/d) + 3/2 − π/4 − (ln 2)/2].

Numerical averages over the mid-edge cross-section are 0.325, 0.438, 0.549 and 0.661 T for d = 2, 1, 0.5 and 0.25 nm. With M held uniform, each halving adds about 0.11 T. Letting M relax, with the exchange and bias field given below, lowers the edge-cell values to about 0.26 and 0.37 T for d = 2 and 1 nm, but that step is still about 0.11 T. The rise is a property of the model, not a failure of the field solver.

**Q:** What stops the growth in a real particle?

**A:** Atoms supply a shortest distance. Replace the cube by 89³ point dipoles on a simple cubic lattice of spacing 0.225 nm, with the same mean magnetization. Direct summation at the middle site of an edge row, leaving out that site's own dipole, gives μ0Hx = 0.673 T. The site lies 0.159 nm from the geometric edge, where the continuum law gives 0.675 T. So close a match belongs to this simple lattice; another crystal structure changes the constant beside the logarithm, and with it the field at an edge site. A face-centred cubic lattice, the structure of permalloy, with cube cell 0.354 nm and the same mean magnetization gives about 0.73 T at an edge site, where the law gives 0.71 T.

Exchange, with stiffness A, limits the response. For a small tilt θ of M towards x, the leading torque balance near the edge is

2A∇²θ = −μ0MHx = (μ0M²/2π) ln(ρ/bL).

With s = ρ/bL, the function f = s²(ln s − 1)/4 has s f′ = s²(2 ln s − 1)/4. Differentiating and dividing by s gives ln s, so ∇²f = ln s in the scaled coordinates. This particular solution vanishes at the edge, and being radial it has zero normal derivative on the two faces, as free surfaces require. The full tilt also contains a smooth solution of ∇²θ = 0, fixed by the rest of the cube, which sets the finite value at the edge itself. A logarithmic field therefore does not force an infinite tilt.

**Q:** How far is uniform magnetization from the truth here?

**A:** Take A = 13 pJ/m (rough), a temperature of 300 K and a 0.1 T bias field B₀ along z. Let M tilt outwards at the top and inwards at the bottom, with transverse direction εu and u = (4xz/L², 4yz/L²). To second order the energy change is −gε + kε²/2, where

g = μ0M ∫(Hx ux + Hy uy) dV,
k = 2A ∫|∇u|² dV + M ∫(μ0Hz + B₀)|u|² dV.

The minimum is at ε = g/k, with energy gain g²/2k. Numerical integration gives a mid-edge tilt of 9.2° and a gain of 0.19 eV, or 2.9% of E. Both are upper estimates within this one pattern, because k omits the positive magnetostatic energy of the tilt's own charges. That term adds about 29% to k and lowers the results to about 7° and 0.15 eV. Relaxing M freely on a grid gives a tilt of 6.2° (2 nm cells) or 6.4° (1 nm cells) in the mid-edge cell and a gain of about 0.17 eV, or 2.5% of E.

The bias field serves to hold the whole moment along z, because a uniformly magnetized cube has the same magnetostatic energy for every direction of M. With volume V = L³, and counting only the restoring torque of the bias field, thermal motion of the whole moment has an rms tilt √(2k_BT/(MVB₀)) = 6.5°.

Real particles also have rounded edges, which spread the end of the charge over the rounding radius. If that radius is 1 nm, cutting the logarithm there suggests about 0.4 T just inside the surface instead of 0.67 T; this is a scale estimate, since the profile sets the constant. Just outside, H differs by the jump M·n along the normal that the charge on the curved surface produces. For a flat film, b and the factor 1/3 change. The coefficient M/2π remains wherever uniform M is normal to one of two faces meeting at a sharp, straight right-angled edge. Surface anisotropy is left out here and could change the tilt.

Numbers in the example were calculated in double precision.
